# Existence, uniqueness and limits of the Godby-Needs plasmon-pole fit

## The result

Fix a wave vector $\mathbf q$ and two reciprocal-lattice vectors $\mathbf G,\mathbf G'$. Write the inverse dielectric matrix element as
$$\epsilon^{-1}_{\mathbf G\mathbf G'}(\mathbf q,\omega)=\delta_{\mathbf G\mathbf G'}+R(\omega).$$
The Godby-Needs model replaces the frequency dependence of $R$ by one pair of poles,
$$R_{\rm m}(\omega)=\frac{\Omega^2}{\omega^2-\tilde\omega^2},\tag{1}$$
and fixes the two parameters by requiring $R_{\rm m}=R$ at $\omega=0$ and at one imaginary frequency $\omega=iE_0$, with $E_0>0$. Let $R_0=R(0)$ and $R_1=R(iE_0)$.

**Theorem 1 (uniqueness).** For complex numbers $R_0,R_1$, exactly one pair $(\tilde\omega^2,\Omega^2)$ gives finite model values equal to $R_0$ and $R_1$ if and only if $R_0\ne0$, $R_1\ne0$ and $R_0\ne R_1$. It is
$$\tilde\omega^2=\frac{E_0^2R_1}{R_0-R_1},\qquad \Omega^2=-R_0\tilde\omega^2.\tag{2}$$

**Theorem 2 (diagonal elements).** Let $R$ be a diagonal element, not identically zero, of the random-phase-approximation (RPA) response of an insulator at zero temperature, with time-reversal symmetry, spin-paired electrons and $\mathbf q$ neither zero nor a reciprocal-lattice vector. Then the conditions of Theorem 1 hold, $\tilde\omega^2$ is real and positive, and it lies within the range of the squared RPA excitation energies. If excitations of at least two different energies contribute, $\tilde\omega$ increases strictly with $E_0$.

The parameters are thus unique for a chosen $E_0$, but in general they depend on that choice. Off-diagonal elements have no such guarantee of a real pole. Hartree atomic units are used in the derivations, and energies are quoted in eV.

## Proof of Theorem 1

Equation (1) at the two fit frequencies reads
$$R_0=-\frac{\Omega^2}{\tilde\omega^2},\qquad R_1=-\frac{\Omega^2}{\tilde\omega^2+E_0^2},$$
because $(iE_0)^2=-E_0^2$. Multiplication by the denominators gives two linear equations for $\tilde\omega^2$ and $\Omega^2$:
$$R_0\tilde\omega^2+\Omega^2=0,\qquad R_1\tilde\omega^2+\Omega^2=-R_1E_0^2.$$
Subtracting the second from the first gives
$$(R_0-R_1)\tilde\omega^2=R_1E_0^2.$$
If $R_0\ne R_1$, this fixes $\tilde\omega^2$, and the first equation then fixes $\Omega^2$. This is (2).

The multiplication is reversible only where both denominators are nonzero. They are
$$\tilde\omega^2=\frac{E_0^2R_1}{R_0-R_1},\qquad \tilde\omega^2+E_0^2=\frac{E_0^2R_0}{R_0-R_1},$$
so both survive when $R_0$ and $R_1$ are nonzero. The excluded cases are:

- If $R_0=R_1\ne0$, the subtracted equation becomes $0=R_1E_0^2$, which is impossible. A constant response corresponds to a pole moved to infinity.
- If $R_0=0$ and $R_1\ne0$, then $\Omega^2=0$ and $\tilde\omega^2=-E_0^2$. The second denominator vanishes, so there is no admissible fit.
- If $R_1=0$ and $R_0\ne0$, then $\Omega^2=0$ and $\tilde\omega^2=0$. The first denominator vanishes.
- If both are zero, $\Omega^2=0$ and $\tilde\omega^2$ is undetermined. $\square$

**Remark 1 (the frequency and its residue).** Only $\tilde\omega^2$ enters (1). When it is not on the negative real axis or zero, the convention ${\rm Re}\,\tilde\omega>0$ selects one root. Partial fractions then give
$$\frac{\Omega^2}{\omega^2-\tilde\omega^2}=A\left[\frac1{\omega-\tilde\omega}-\frac1{\omega+\tilde\omega}\right],\qquad A=\frac{\Omega^2}{2\tilde\omega},$$
since the bracket equals $2\tilde\omega/(\omega^2-\tilde\omega^2)$. For a real pole, time ordering replaces $\tilde\omega$ by $\tilde\omega-i0^+$.

**Remark 2 (sensitivity to input errors).** Put $r=R_1/R_0$ and let $0<r<1$. Equation (2) becomes $\tilde\omega^2=E_0^2r/(1-r)$. Differentiation of its logarithm at fixed $E_0$ gives
$$\frac{d\tilde\omega^2}{\tilde\omega^2}=\left(\frac1r+\frac1{1-r}\right)dr=\frac1{1-r}\frac{dr}{r}
=\left(1+\frac{\tilde\omega^2}{E_0^2}\right)\frac{dr}{r}.$$
The last step uses $1-r=E_0^2/(\tilde\omega^2+E_0^2)$. A small $E_0$ therefore amplifies relative errors in $r$: the two matrix elements become nearly equal and their difference is poorly determined.

## The spectral form of the response

**Lemma 1.** Under the assumptions of Theorem 2, the symmetrized matrix $\tilde\epsilon=v^{-1/2}\epsilon v^{1/2}$, with $v_{\mathbf G}=4\pi/|\mathbf q+\mathbf G|^2$, satisfies
$$\tilde\epsilon^{-1}_{\mathbf G\mathbf G'}(iu)-\delta_{\mathbf G\mathbf G'}
=-\sum_j\frac{f_{j\mathbf G}f^*_{j\mathbf G'}}{\omega_j^2+u^2},\qquad \omega_j>0.\tag{3}$$

*Proof.* Let $t$ denote a transition from an occupied state $v\mathbf k$ to an empty state $c,\mathbf k+\mathbf q$, with energy $\Delta_t>0$ and amplitude
$$\rho_t(\mathbf G)=\langle v\mathbf k|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|c,\mathbf k+\mathbf q\rangle.$$
For a mesh of $N_k$ wave vectors that is symmetric under $\mathbf k\to-\mathbf k$, and cell volume $V_c$, the independent-electron response is
$$\chi^0_{\mathbf G\mathbf G'}=\frac{2}{N_kV_c}\left[\sum_t\frac{\rho_t(\mathbf G)\rho_t^*(\mathbf G')}{\omega-\Delta_t}
-\sum_{t'}\frac{\rho'_{t'}(\mathbf G)\rho'^*_{t'}(\mathbf G')}{\omega+\Delta_{t'}}\right].$$
The factor 2 counts spin. The second sum contains $\rho'=\langle c,\mathbf k-\mathbf q|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|v\mathbf k\rangle$. Replace $\mathbf k$ by $-\mathbf k$ there and use time reversal, $\psi_{n,-\mathbf k}=\psi^*_{n\mathbf k}$. The matrix element becomes
$$\int\psi_{c,\mathbf k+\mathbf q}\,e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}\,\psi^*_{v\mathbf k}\,d\mathbf r=\rho_t(\mathbf G),$$
with the same transition energy. Since $1/(\omega-\Delta)-1/(\omega+\Delta)=2\Delta/(\omega^2-\Delta^2)$,
$$v^{1/2}\chi^0v^{1/2}=BX^{-1}B^\dagger,\qquad X=\omega^2-D^2,$$
$$D_{tt'}=\Delta_t\delta_{tt'},\qquad B_{\mathbf Gt}=v_{\mathbf G}^{1/2}\rho_t(\mathbf G)\left(\frac{4\Delta_t}{N_kV_c}\right)^{1/2}.$$

In the RPA $\epsilon=1-v\chi^0$, hence $\tilde\epsilon=1-BX^{-1}B^\dagger$. With $K=B^\dagger B$, its inverse is
$$\tilde\epsilon^{-1}=1+B(X-K)^{-1}B^\dagger.$$
To check this, multiply the two matrices. Apart from the identity, the product is $B[\cdots]B^\dagger$ with
$$[\cdots]=(X-K)^{-1}-X^{-1}-X^{-1}K(X-K)^{-1}$$
$$=X^{-1}\left[X-(X-K)-K\right](X-K)^{-1}=0.$$
The Hermitian matrix $D^2+K$ is positive definite, because all $\Delta_t>0$ and $K$ is positive semidefinite. Let $U$ diagonalize it, with eigenvalues $\omega_j^2$, and set $f_{j\mathbf G}=(BU)_{\mathbf Gj}$. Then $X-K$ has eigenvalues $\omega^2-\omega_j^2$, and $\omega=iu$ gives (3). $\square$

**Remark 3 (symmetrization).** The ordinary inverse element is the symmetrized one times $|\mathbf q+\mathbf G'|/|\mathbf q+\mathbf G|$. This factor is independent of frequency, so it multiplies $R_0$ and $R_1$ alike. By (2) it leaves $\tilde\omega^2$ unchanged and multiplies $\Omega^2$. Diagonal elements are the same in both conventions.

## Proof of Theorem 2

On the diagonal put $a_j=|f_{j\mathbf G}|^2\ge0$ and $x=u^2$. Equation (3) becomes $R(iu)=-F(x)$ with
$$F(x)=\sum_j\frac{a_j}{\omega_j^2+x}.$$
Some $a_j$ is positive, so $F(0)>F(E_0^2)>0$, or $R_0<R_1<0$. All conditions of Theorem 1 hold. The difference is
$$F(0)-F(E_0^2)=E_0^2\sum_j\frac{a_j}{\omega_j^2(\omega_j^2+E_0^2)}.$$
Insert it into (2), where the two minus signs cancel:
$$\tilde\omega^2=\frac{E_0^2F(E_0^2)}{F(0)-F(E_0^2)}
=\frac{\sum_jw_j\omega_j^2}{\sum_jw_j},\qquad w_j=\frac{a_j}{\omega_j^2(\omega_j^2+E_0^2)}.\tag{4}$$
This is a weighted mean with nonnegative weights. It is positive and lies between the smallest and largest contributing $\omega_j^2$. The fitted pole is thus an average over excitations and need not coincide with any one of them.

For the dependence on $E_0$, consider $g(x)=1/F(x)$. Two differentiations give
$$g''=\frac{2(F')^2-FF''}{F^3},$$
$$F'=-\sum_j\frac{a_j}{(\omega_j^2+x)^2},\qquad F''=2\sum_j\frac{a_j}{(\omega_j^2+x)^3}.$$
The Cauchy-Schwarz inequality states
$$\left[\sum_j\frac{a_j}{(\omega_j^2+x)^2}\right]^2\le
\sum_j\frac{a_j}{\omega_j^2+x}\sum_j\frac{a_j}{(\omega_j^2+x)^3},$$
so $2(F')^2\le FF''$ and $g''\le0$. The inequality is strict if two different energies contribute.

The model function $F_{\rm m}(x)=\Omega^2/(\tilde\omega^2+x)$ has the reciprocal
$$\frac1{F_{\rm m}(x)}=\frac{\tilde\omega^2+x}{\Omega^2},$$
a straight line. The fit is therefore the chord of the concave function $g$ through $x=0$ and $x=E_0^2$. Its slope is $s=1/\Omega^2$ and its intercept is $g(0)=\tilde\omega^2/\Omega^2$, so
$$\Omega^2=\frac1s,\qquad\tilde\omega^2=\frac{g(0)}s.$$
The slope of a chord from a fixed left end of a strictly concave function decreases as the right end moves outward. Both $\Omega^2$ and $\tilde\omega^2$ then increase with $E_0$. $\square$

**Corollary 1 (sign of the interpolation error).** If at least two energies contribute, the chord lies below $g$ for $0<u<E_0$ and above it for $u>E_0$. Taking reciprocals reverses the order:
$$F_{\rm m}>F\quad(0<u<E_0),\qquad F_{\rm m}<F\quad(u>E_0).$$
On the imaginary axis, the model overestimates the magnitude of the diagonal response between the fit points and underestimates it beyond them. If a single energy contributes, $g$ is a line and the model is exact for every $E_0$.

## Limits of the fit frequency

Define $m_p=\sum_ja_j\omega_j^{-p}$. As $E_0\to0$, (4) gives
$$\tilde\omega^2\to\frac{m_2}{m_4}.$$
The fit then uses the static value and the curvature at zero frequency. As $E_0\to\infty$, multiply numerator and denominator of (4) by $E_0^2$. With $m_0$ finite,
$$\tilde\omega^2\to\frac{m_0}{m_2},\qquad\Omega^2=m_2\tilde\omega^2\to m_0.$$

**Lemma 2 (sum rule).** For a local potential, a complete set of states and a mesh that is mapped onto itself by $\mathbf k\to-\mathbf k$ and by $\mathbf k\to\mathbf k+\mathbf q$, $m_0=\omega_p^2=4\pi n$, where $n$ is the mean electron density.

*Proof.* Since $m_0=(BB^\dagger)_{\mathbf G\mathbf G}$, with $\mathbf Q=\mathbf q+\mathbf G$,
$$m_0=\frac{4\pi}{Q^2}\frac4{N_kV_c}\sum_t\Delta_t|\rho_t(\mathbf G)|^2.$$
First extend the sum over final states to all bands. Completeness gives, for each occupied state,
$$\langle v\mathbf k|e^{-i\mathbf Q\cdot\mathbf r}He^{i\mathbf Q\cdot\mathbf r}|v\mathbf k\rangle-E_{v\mathbf k}
=\frac{Q^2}2+\mathbf Q\cdot\langle\mathbf p\rangle_{v\mathbf k}.$$
The local potential commutes with the exponential and drops out. The momentum term cancels between $\mathbf k$ and $-\mathbf k$. The added terms between occupied states also cancel: time reversal pairs $v\mathbf k\to v',\mathbf k+\mathbf q$ with $v',-\mathbf k-\mathbf q\to v,-\mathbf k$, which has the same squared amplitude and the opposite energy difference. For $N_v$ occupied bands the sum is $N_kN_vQ^2/2$. Thus $m_0=8\pi N_v/V_c=4\pi n$, because $n=2N_v/V_c$. $\square$

**Proposition 1 (integrated strength).** The total residue of the positive-frequency poles of a diagonal element is
$$S=\sum_j\frac{a_j}{2\omega_j}=\frac1\pi\int_0^\infty F(u^2)\,du,$$
by $\int_0^\infty du/(\omega_j^2+u^2)=\pi/(2\omega_j)$. If at least two energies contribute, one and only one $E_0$ makes the model residue $A$ equal to $S$.

*Proof.* From $\Omega^2=m_2\tilde\omega^2$ we have $A=m_2\tilde\omega/2$, which increases strictly and continuously with $E_0$. Its upper limit is $A_\infty=\frac12\sqrt{m_0m_2}$. Cauchy-Schwarz gives $m_1^2<m_0m_2$, so $A_\infty>m_1/2=S$.

The lower limit is $A_0=\frac12m_2^{3/2}m_4^{-1/2}$. Two further uses of the inequality give $m_2^2<m_1m_3$ and $m_3^2<m_2m_4$. Hence
$$m_2^4<m_1^2m_3^2<m_1^2m_2m_4,$$
or $m_2^3<m_1^2m_4$, which means $A_0<S$. The increasing function $A(E_0)$ crosses $S$ once. $\square$

This choice reproduces the static value and the integrated strength of one element. It does not by itself make a GW self-energy exact, since the individual pole energies are still replaced by one.

## Off-diagonal elements

The products $f_{j\mathbf G}f^*_{j\mathbf G'}$ in (3) need not be positive. Suppose first that $R_0$ and $R_1$ are real, nonzero and unequal. Then $\tilde\omega^2=E_0^2r/(1-r)$ has three regimes:

- For $0<r<1$, $\tilde\omega^2>0$ and the pole frequency is real.
- For $r<0$, $-E_0^2<\tilde\omega^2<0$.
- For $r>1$, $\tilde\omega^2<-E_0^2$.

In the last two cases put $\kappa=\sqrt{-\tilde\omega^2}$. On the imaginary axis the model is $-\Omega^2/(u^2-\kappa^2)$ and diverges at $u=\kappa$, below or above $E_0$ respectively. The response (3) is finite there, so the pole is an artefact of the fit.

A two-mode matrix shows that the form (3) permits this. Take energies $8$ and $16$ eV with vectors $f_1=(4,4)$ eV and $f_2=(7,-7)$ eV. The off-diagonal residues are $16$ and $-49$ eV². For $E_0=12$ eV,
$$R_0=-\left(\frac{16}{64}-\frac{49}{256}\right)=-0.0586,$$
$$R_1=-\left(\frac{16}{208}-\frac{49}{400}\right)=0.0456.$$
The sign changes, and
$$\tilde\omega^2=\frac{144\times0.045577}{-0.058594-0.045577}\ {\rm eV}^2=-63.0\ {\rm eV}^2.$$
The false pole is at $\kappa=7.94$ eV, where the true element is only $0.0276$. The static inverse matrix has positive eigenvalues, so the failure does not signal an unstable response.

With an inversion centre at the origin, the Fourier coefficients of the potential are real. The Bloch coefficients, and then the vectors $f_j$, can be chosen real. Without inversion symmetry the phases of the residues can vary with $j$, and $\tilde\omega^2$ can be complex. Equation (3) makes the symmetrized response Hermitian on the imaginary axis, so exchanging $\mathbf G$ and $\mathbf G'$ conjugates $\tilde\omega^2$. One of the two fitted frequencies with positive real part then has a positive imaginary part, on the wrong side of the real axis for a time-ordered response. The imaginary part cannot be read as a physical damping rate.

## A model crystal

Consider a simple cubic crystal with lattice constant $a=4.00$ Å, two electrons per cell and potential
$$V(\mathbf r)=-2(3\ {\rm eV})\sum_{i=x,y,z}\cos\frac{2\pi r_i}{a}.$$
Eight wave vectors, with components $\pm1/4$ in units of $2\pi/a$, and 125 plane waves define the electronic model. The transfer is $\mathbf q=(1/2,0,0)$ in the same units, and the dielectric matrix has dimension 19. The coarse mesh is part of the model; no convergence to a continuous Brillouin zone is claimed. The smallest gap on the sampled points is $7.61$ eV.

Choose $E_0=\omega_p=6.564$ eV. Inversion of the full dielectric matrix gives, for $\mathbf G=\mathbf G'=0$,
$$R_0=0.706104-1=-0.293896,$$
$$R_1=0.782566-1=-0.217434.$$
Equation (2) then yields
$$\tilde\omega^2=(6.5642\ {\rm eV})^2\frac{-0.217434}{-0.076462}=122.5\ {\rm eV}^2,$$
$$\Omega^2=0.293896\times122.53\ {\rm eV}^2=36.01\ {\rm eV}^2.$$
Thus $\tilde\omega=11.07$ eV and $A=36.011/(2\times11.069)=1.627$ eV. By Remark 2, a 1% relative error in $R_1/R_0$ would change $\tilde\omega^2$ by about $1+122.5/43.1=3.8$%, and $\tilde\omega$ by half as much.

Halving $E_0$ lowers the fitted frequency to $10.90$ eV; doubling it raises the frequency to $11.40$ eV. The limits are $10.83$ and $12.10$ eV. Over the whole range of $E_0$ the fitted frequency of this element therefore rises by about 12%.

The integrated strength is $S=1.718$ eV, from both the mode sum and quadrature of directly inverted matrices. The default fit is 5.3% low relative to $S$. The small- and large-$E_0$ limits of $A$, $1.591$ and $1.779$ eV, enclose $S$ as Proposition 1 requires. Equality occurs at $E_0=22.7$ eV, about $3.5\omega_p$. Here the fit at the plasma frequency reproduces the static value, but not the integrated strength.

The computed $m_0/\omega_p^2$ is $0.9994$. The small deficit comes from the finite plane-wave set: states at wave vectors that differ by a reciprocal-lattice vector are then only approximately equivalent, and the occupied-state terms in Lemma 2 do not cancel completely. The other steps of the lemma hold exactly for $\mathbf G=0$ in this basis: $e^{i\mathbf q\cdot\mathbf r}$ maps the plane waves at $\mathbf k$ onto those at $\mathbf k+\mathbf q$, the potential matrix is the same at both points, and the basis is symmetric under $\mathbf k\to-\mathbf k$.

All 171 off-diagonal pairs in this crystal have positive $\tilde\omega^2$. False poles, which the form (3) permits, are thus absent here at the chosen $E_0$. For the pair $(000),(100)$, $\tilde\omega^2=183.8$ eV². Adding $2(1.5\ {\rm eV})\sum_i\sin(4\pi r_i/a)$ to the potential removes inversion symmetry and changes this value to $(183.4-10.7i)$ eV².

In both crystals, tests confirmed that direct inversion agrees with (3) at the two fit frequencies. For the first crystal they also confirmed, on all 19 diagonal elements, the weighted mean (4) and the error signs of Corollary 1 at six sampled frequencies. The numerical output gives the values to more digits.

## Computed values

```
Lattice constant: 4.00 angstrom
Cosine coefficient: 3.00 eV
Electrons per cell: 2
k points: 8; plane waves: 125
Dielectric matrix dimension: 19; RPA modes: 992
q along x: 0.50 reciprocal-lattice units
Band gap on sampled points: 7.611 eV
Plasma frequency and default E0: 6.5642 eV
Head inverse dielectric element at zero: 0.706104
Head inverse dielectric element at iE0: 0.782566
Head R0: -0.293896
Head R1: -0.217434
Head squared pole frequency: 122.5307 eV^2
Head squared strength: 36.0112 eV^2
E0/plasma frequency 0.5: pole 10.9038 eV, strength^2 34.9418 eV^2, A 1.6023 eV
E0/plasma frequency 1.0: pole 11.0694 eV, strength^2 36.0112 eV^2, A 1.6266 eV
E0/plasma frequency 2.0: pole 11.3964 eV, strength^2 38.1708 eV^2, A 1.6747 eV
Pole in small-E0 limit: 10.8286 eV
Pole in large-E0 limit: 12.1047 eV
Mode-strength sum / plasma frequency^2: 0.999392
Integrated strength, all modes: 1.7180 eV
Integrated strength, quadrature: 1.7180 eV
A in small-E0 limit: 1.5912 eV
A in large-E0 limit: 1.7788 eV
A error at default E0: -5.318 percent
E0 matching integrated strength: 22.6786 eV
Usable off-diagonal pairs: 171
Pairs with negative squared frequency: 0
False poles below E0: 0; above E0: 0
Pair (000),(100) squared frequency: 183.7520 eV^2
Sine coefficient of second crystal: 1.50 eV
Same pair, second crystal: real 183.3786 eV^2, imaginary -10.6532 eV^2
Two-mode frequencies: 8.0, 16.0 eV
Two-mode residues: 16.0, -49.0 eV^2
Two-mode E0: 12.0 eV
Two-mode R0: -0.058594; R1: 0.045577
Two-mode squared frequency: -63.0031 eV^2
False imaginary-axis pole: 7.9375 eV
True two-mode R at that frequency: 0.027622
```
